# Surface diffusion and the rounding of a slightly deformed solid sphere

## The problem

A closed, isolated solid particle has a surface energy $\gamma$ per area and a surface diffusivity $D_s$, both independent of surface orientation. Atoms move only along the surface, and temperature $T$ is uniform. The atomic volume is $\Omega$ and the number of surface sites per area is $\nu$. The surface is

$$r=R+a(t)\,Y(\theta,\phi),\qquad |a|\ll R,$$

where $Y$ is a real, dimensionless spherical harmonic of degree two. Let $\kappa$ be the sum of the two principal curvatures, positive for a sphere, and let $v_n$ be the outward normal velocity of the surface.

## (a) The law of motion

**Question.** Find the chemical potential of a surface atom, and derive the equation relating $v_n$ to $\kappa$.

**Answer.** Move the surface outward by a small distance $\delta n$. A patch with sides $ds_1,ds_2$ along the principal directions acquires sides $ds_1(1+\kappa_1\delta n)$ and $ds_2(1+\kappa_2\delta n)$. Tilting of the patch, caused by gradients of $\delta n$, changes its area only at second order. Therefore

$$\delta A=\int(\kappa_1+\kappa_2)\,\delta n\,dA=\int\kappa\,\delta n\,dA .$$

Adding $\delta N$ atoms at one place adds the volume $\int\delta n\,dA=\Omega\,\delta N$ and the surface energy $\gamma\kappa\Omega\,\delta N$. Apart from a constant bulk term $\mu_0$,

$$\mu=\mu_0+\gamma\Omega\kappa .$$

Atoms drift with mobility $D_s/k_BT$ under the force $-\nabla_s\mu$, where $\nabla_s$ is the gradient along the surface. With $\nu$ atoms per area, the number crossing unit length per time is

$$\mathbf J=-\frac{D_s\nu}{k_BT}\nabla_s\mu .$$

Here $D_s$ is the mass-transfer diffusivity referred to the site density $\nu$. Where the flux converges, atoms accumulate and the surface advances, so $v_n=-\Omega\nabla_s\cdot\mathbf J$. Substitution gives

$$v_n=B\nabla_s^2\kappa,\qquad B=\frac{D_s\gamma\Omega^2\nu}{k_BT}.$$

The units of $B$ are length$^4$/time. Atoms leave places of high curvature, where $\mu$ is high.

## (b) Curvature of the deformed sphere

**Question.** Find $\kappa$ to first order in $a$ for any harmonic of degree two.

**Answer.** The surface is the zero level of $F=r-R-aY$. Since $Y$ does not depend on $r$, its gradient is perpendicular to $\hat{\mathbf r}$. Hence $|\nabla F|^2=1+a^2|\nabla Y|^2$, and the outward unit normal is

$$\mathbf n=\frac{\nabla F}{|\nabla F|}=\hat{\mathbf r}-a\nabla Y+O(a^2).$$

The curvature is the divergence of this normal:

$$\kappa=\nabla\cdot\mathbf n=\frac2r-a\nabla^2Y+O(a^2).$$

To evaluate $\nabla^2Y$, write $Y=Q/r^2$, where $Q=\sum_{ij}M_{ij}x_ix_j$ and $M$ is symmetric and traceless. Such a matrix has five independent entries, one for each harmonic of degree two. We need

$$\nabla^2Q=2\,\mathrm{tr}M=0,\quad \mathbf x\cdot\nabla Q=2Q,\quad \nabla r^{-2}=-2\mathbf x\,r^{-4},\quad \nabla^2r^{-2}=2r^{-4}.$$

The product rule then gives

$$\nabla^2Y=Q\nabla^2r^{-2}+2\nabla r^{-2}\cdot\nabla Q+r^{-2}\nabla^2Q=\frac{2Q-8Q}{r^4}=-\frac{6Y}{r^2}.$$

At the surface, $2/r=2/R-2aY/R^2+O(a^2)$. Therefore

$$\kappa=\frac2R-\frac{2aY}{R^2}+\frac{6aY}{R^2}=\frac2R+\frac{4aY}{R^2}.$$

The negative term says that a larger sphere is less curved. The positive term comes from the bending of the bump and is three times larger, so a bump has the higher chemical potential.

## (c) Return to roundness

**Question.** Show that the amplitude decays at rate $24B/R^4$. Extend the result to degree $l$ and examine its limits.

**Answer.** The constant $2/R$ has zero surface Laplacian on any surface. The other part of $\kappa$ is already of order $a$, so the Laplacian of the undeformed sphere suffices. Because $Y$ does not depend on $r$, its surface Laplacian on that sphere equals $\nabla^2Y$ at $r=R$, which is $-6Y/R^2$:

$$\nabla_s^2\kappa=\frac{4a}{R^2}\left(-\frac{6Y}{R^2}\right)=-\frac{24aY}{R^4}.$$

The normal velocity of a moving level surface is

$$v_n=-\frac{\partial_tF}{|\nabla F|}=\dot a\,Y+O(a^2\dot a).$$

Equating $v_n$ to $B\nabla_s^2\kappa$ and cancelling $Y$ yields

$$\boxed{\dot a=-\frac{24B}{R^4}a,\qquad a(t)=a_0e^{-24Bt/R^4}} .$$

For degree $l$, the function $r^lY_l$ satisfies Laplace's equation. Because $\nabla r^l$ is perpendicular to $\nabla Y_l$,

$$0=l(l+1)r^{l-2}Y_l+r^l\nabla^2Y_l,$$

so $\nabla^2Y_l=-l(l+1)Y_l/r^2$. The curvature coefficient becomes $l(l+1)-2=(l-1)(l+2)$, and the decay rate is

$$s_l=\frac{B}{R^4}(l-1)l(l+1)(l+2).$$

It vanishes for $l=0$, a change of volume that surface diffusion cannot make, and for $l=1$, which is a translation to first order. For large $l$, with $k=l/R$, the ratio $s_l/(Bk^4)$ tends to 1; $Bk^4$ is the rate for a ripple on a flat surface. A numerical linearization of the full axisymmetric equation gave $0,0,24,120,360,840$ in units of $B/R^4$ for $l=0$ to $5$, in agreement with $s_l$.

## (d) Energy released

**Question.** For $Y=P_2(\cos\theta)$, find the excess surface energy at fixed volume and its decay rate.

**Answer.** At fixed volume $\int\delta n\,dA=0$, so the constant $2/R$ may be subtracted from $\kappa$ in the area variation. To leading order $\delta n=P_2\,\delta a$, and

$$\frac{dE}{da}=\gamma\int\frac{4aP_2}{R^2}P_2R^2\,d\omega=4\gamma a\,\frac{4\pi}{5}=\frac{16\pi\gamma a}{5},$$

where $d\omega$ is the solid angle and $\int P_2^2\,d\omega=4\pi/5$. Integration from $a=0$ gives

$$E=\frac{8\pi}{5}\gamma a^2 .$$

Since $E\propto a^2$, it decays at $48B/R^4$, twice the amplitude rate.

## (e) A hot gold particle

**Question.** Evaluate the relaxation time for $R=100$ nm, $a_0=5$ nm and $T=1200$ K. Use the rough values $\gamma=1.4$ J/m², $\Omega=0.017$ nm³, the estimate $\nu=\Omega^{-2/3}\approx15.13$ nm⁻² that follows from $\Omega$, and $D_s=10^{-5}$ cm²/s.

**Answer.** In units of eV, nm and s, $\gamma\approx8.74$ eV/nm², $D_s=10^9$ nm²/s and $k_BT=0.1034$ eV. Thus

$$B\approx\frac{10^9(8.74)(0.017)^2(15.13)}{0.1034}\approx3.7\times10^8\ \mathrm{nm^4/s},$$

$$\frac{24B}{R^4}\approx\frac{24(3.69\times10^8)}{10^8}\approx89\ \mathrm{s^{-1}},\qquad \tau\approx11\ \mathrm{ms}.$$

The initial excess energy is about 1.1 keV for the whole particle. With the other parameters fixed, doubling $R$ lengthens $\tau$ sixteenfold, to about 180 ms. Reducing $D_s$ tenfold lengthens it to about 113 ms. Since $D_s$ may be wrong by an order of magnitude, so may the predicted time.

## (f) Finite amplitude

**Question.** Numerical solution of the full axisymmetric equation, starting from $a=\pm5$ nm, gives the amplitudes below. Interpret them and the late-time rates.

| $t/\tau$ | Linear (nm) | Prolate (nm) | Oblate, magnitude (nm) |
|---|---:|---:|---:|
| 0 | 5.00 | 5.00 | 5.00 |
| 1 | 1.84 | 1.92 | 1.77 |
| 2 | 0.68 | 0.72 | 0.64 |

**Answer.** The prolate particle ($a>0$) relaxes more slowly than the linear law, and the oblate one faster. At one $\tau$ their amplitudes differ from the linear value by about $+4\%$ and $-4\%$. The computed initial rate has the form

$$\text{rate}\approx\frac{24B}{R^4}\left(1-1.29\frac aR\right).$$

This accounts for the size of the shift. Integrating the correction over one $\tau$, with the linear $a(t)$ inserted, changes $\ln|a|$ by $1.29(0.05)(1-e^{-1})\approx0.04$ for the prolate case and by the opposite amount for the oblate case.

Between $5\tau$ and $6\tau$ the rates are $23.945$ and $23.959$ in units of $B/R^4$. Both lie slightly below 24 because $R$ is not quite the final radius. Averaging $r^3$ over angles, with $\langle P_2\rangle=0$ and $\langle P_2^2\rangle=1/5$, gives

$$R_{\rm final}^3\approx R^3+\frac35Ra_0^2,\qquad R_{\rm final}\approx R\left(1+\frac{a_0^2}{5R^2}\right).$$

For $a_0/R=0.05$ the radius is larger by a fraction $0.0005$, so the rate is lower by $0.002$ of itself: $24(0.998)\approx23.95$. This is the mean of the two computed rates. Their small difference has the sign of the remaining $a/R$ correction.

## (g) Where the model fails

**Question.** Estimate the contribution of bulk diffusion, with $D_v=2\times10^{-9}$ cm²/s, and the barrier to growing a new layer on a facet. Compare the model with real gold.

**Answer.** For steady bulk diffusion, $\mu$ satisfies Laplace's equation inside the particle. The time $R^2/D_v=50$ ms exceeds $\tau$, but it is not the time needed to reach the steady state. The profile is set up by vacancies, whose diffusivity is about $D_v/c_v$ for a vacancy fraction $c_v$. With $c_v$ of order $10^{-4}$ the profile forms in about $R^2c_v/D_v\sim10\ \mu$s, far less than $\tau$. Its degree-two part must match the surface value $4\gamma\Omega aY/R^2$ and stay regular at the centre, so it is $4\gamma\Omega aY\,r^2/R^4$. Its radial derivative at $R$ is $8\gamma\Omega aY/R^3$. The outward flux of atomic volume is $-(D_v/k_BT)\,\partial_r\mu$, which gives a decay rate $8D_v\gamma\Omega/(k_BTR^3)$. Relative to surface diffusion this is

$$\frac{D_vR}{3D_s\Omega\nu}=\frac{(2\times10^{-9})(100)}{3(10^{-5})(0.017)(15.13)}\approx0.026 .$$

The correction is about $3\%$ here and grows in proportion to $R$.

A facet can grow by nucleating a disc of radius $\rho$, one layer high. Let $\beta$ be the step free energy per length and $\Delta\mu$ the energy gained per transferred atom. The disc costs

$$G(\rho)=2\pi\rho\beta-\pi\rho^2\nu\Delta\mu .$$

Setting $G'(\rho)=0$ gives $\rho_*=\beta/(\nu\Delta\mu)$ and the barrier $G_*=\pi\beta^2/(\nu\Delta\mu)$. An atom leaving the rounded part of the surface releases $\gamma\Omega\kappa$. On a flat terrace it adds only the step energy already counted in $G$. For a nearly round particle the gain is therefore

$$\Delta\mu\approx\frac{2\gamma\Omega}{R}\approx3.0\ \mathrm{meV}.$$

For a round trial value $\beta=0.10$ eV/nm, which is not a computed property of gold, $\rho_*\approx2.2$ nm and $G_*\approx0.7$ eV, or about $7k_BT$. The barrier grows as $\beta^2$, so tripling $\beta$ raises it to about $60k_BT$, and relaxation that required such nucleation would be effectively blocked. A barrier of $7k_BT$, by contrast, is crossed much faster than $\tau$ and does not slow the relaxation. At fixed $\beta$ the barrier stays finite as $a\to0$. The cost $G$ returns to zero at $2\rho_*=\beta R/(\gamma\Omega\nu)$, which is the facet radius of the equilibrium shape. The value $\beta=0.10$ eV/nm thus means a facet of radius only about 4.5 nm; a facet of radius $0.2R$ would require $\beta\approx0.45$ eV/nm and a barrier near $140k_BT$.

The difference in $\mu$ between pole and equator, $6\gamma\Omega a/R^2\approx0.45$ meV, is not the gain needed here, because both places are curved. Using it would overstate the barrier for $\beta=0.10$ eV/nm as 4.7 eV, or $45k_BT$.

The example lies below gold's bulk melting point of about 1337 K. Real gold crystals have anisotropic surface energy and can carry facets, which break the model's main assumption. The 11 ms estimate therefore applies to a rough, nearly isotropic surface; a facet that must nucleate new layers over a barrier of tens of $k_BT$ can take longer by many orders of magnitude, unless a defect such as a screw dislocation supplies steps. A particle attached to a substrate also has a contact line, so the closed-sphere rate does not apply to it directly.

## Values computed for the example and the checks

```
Linearized rates, degrees 0-5 (B/R^4): 0.000 0.000 24.000 120.000 360.000 840.000
Curvature coefficient, largest error: 3.8e-07
Late amplitude rate, prolate (B/R^4): 23.945
Late amplitude rate, oblate (B/R^4): 23.959
Late energy rate, prolate (B/R^4): 47.889
Late energy rate, oblate (B/R^4): 47.918
Largest relative volume drift: 9.6e-10
Gold example, rough parameters
Radius R: 100 nm
Initial amplitude a0: 5.0 nm
Temperature: 1200 K
Surface energy: 1.40 J/m^2
Atomic volume: 0.017 nm^3
Surface site density: 15.13 nm^-2
Surface diffusivity: 1.0e-05 cm^2/s
Thermal energy: 0.1034 eV
B: 3.694e+08 nm^4/s
Relaxation rate 24B/R^4: 88.65 s^-1
Relaxation time: 11.28 ms
Relaxation time if D_s is 10x smaller: 112.8 ms
Relaxation time for R doubled: 180.5 ms
Excess energy, 8 pi gamma a0^2/5: 1098.1 eV
Excess energy, full prolate shape: 1091.4 eV
Amplitude: time/tau, linear, prolate, |oblate| (nm)
  0  5.0000  5.0000  5.0000
  1  1.8394  1.9206  1.7710
  2  0.6767  0.7192  0.6436
  3  0.2489  0.2667  0.2360
Shift at one tau, 8 to 12 modes: 4.6e-07 nm
Initial rate correction / (a/R): -1.286
Neglected effects
Gibbs-Thomson adatom increase: 2.91 %
Bulk diffusivity, rough: 2.0e-09 cm^2/s
Bulk / surface relaxation rate: 2.59 %
Vapour pressure, rough: 1.0e-06 Torr
Vapour / surface relaxation rate: 8.2e-08
Radius lost to vacuum in one tau: 1.4e-04 nm
Pole-equator potential difference: 0.446 meV
Trial step free energy: 0.10 eV/nm
Critical layer radius: 14.8 nm
Layer nucleation barrier: 4.66 eV
Barrier / thermal energy: 45.1
Step energy giving barrier kT: 0.0149 eV/nm
```
